# The Heywang Grain-Boundary Barrier and Positive-Temperature-Coefficient Resistance

A barium titanate ceramic made conducting by donors can carry current easily at its ferroelectric transition and yet become a thousand times more resistive when heated by a further hundred kelvin. An ordinary energy barrier would do the opposite, since heat helps electrons over it. For a barrier to cause the rise, it must grow faster than $kT$. Electrons trapped at grain boundaries provide such a barrier: their charge is screened by the lattice, and above the transition the lattice screens less well as it is heated. What has to be found is how high the barrier is, how it enters the resistance, and what ends the rise.

## Setting and assumptions

A flat boundary at $x=0$ separates two like n-type grains. It holds $N_s$ trapped electrons per unit area and is otherwise neutral. The grains contain $N_d$ ionised donors per unit volume, uniformly distributed, and have a linear static permittivity $\varepsilon$. Formulas are in SI form, and $e>0$.

Let $U(x)$ be the electrostatic energy of an electron, positive upward and zero deep in the grain. The conduction-band edge follows $U$. The electron gas is nondegenerate, so in equilibrium $n=N_de^{-U/kT}$. Since $U=-eV$, with $V$ the electrostatic potential, Poisson's equation $\varepsilon V''=-e(N_d-n)$ becomes

$$U''=\frac{e^2N_d}{\varepsilon}\left(1-e^{-U/kT}\right). \tag{1}$$

The electric field is $-V'=U'/e$. Gauss's law across the sheet of charge $-eN_s$ gives $\varepsilon[U'(0^+)-U'(0^-)]/e=-eN_s$. By symmetry the two slopes are opposite, so

$$U'(0^+)=-\frac{e^2N_s}{2\varepsilon}. \tag{2}$$

The grain size $d$ is much larger than the layers disturbed by the boundary, and the current crosses one boundary per grain, in series with the grain. Above the transition the permittivity obeys the Curie–Weiss law $\varepsilon=\varepsilon_0C/(T-\theta)$, with $\theta>0$ and $T>\theta$. The ferroelectric phase, where spontaneous polarisation adds its own bound charge, is outside the model.

## Theorem

Under these assumptions:

**(i)** In the depletion approximation the barrier is
$$\phi=\frac{e^2N_s^2}{8\varepsilon N_d}. \tag{3}$$

**(ii)** With $N_s$ fixed, the Curie–Weiss law gives
$$\phi=A(T-\theta),\quad A=\frac{e^2N_s^2}{8\varepsilon_0CN_d},\quad a\equiv\frac{\phi}{kT}=\frac Ak\left(1-\frac{\theta}{T}\right). \tag{4}$$

**(iii)** For $a\gg1$ and fixed $N_s$, the small-bias boundary resistance, measured in units of the grain resistivity, rises with temperature at the relative rate
$$\frac{a\theta}{T(T-\theta)}\left(1-\frac1a\right)$$
to leading orders in $1/a$.

**(iv)** If the electrons sit in traps of finite depth, the ratio of barrier to $kT$ has at most one maximum. There the empty fraction of traps is given by equation (14) below.

## Lemma 1: the depletion barrier

Suppose that mobile electrons are absent for $|x|<w$ and that the grain is neutral beyond. The uncovered donors must balance the trapped electrons, $2N_dw=N_s$, so

$$w=\frac{N_s}{2N_d}. \tag{5}$$

For $0<x<w$ equation (1) reduces to $U''=e^2N_d/\varepsilon$. The field vanishes at the edge of the neutral grain, so integration from $w$ gives

$$U'=-\frac{e^2N_d}{\varepsilon}(w-x),\qquad U=\frac{e^2N_d}{2\varepsilon}(w-x)^2.$$

At $x=0$ the slope is $-e^2N_dw/\varepsilon=-e^2N_s/(2\varepsilon)$, as (2) requires. The height is

$$\phi=\frac{e^2N_dw^2}{2\varepsilon}=\frac{e^2N_d}{2\varepsilon}\,\frac{N_s^2}{4N_d^2}=\frac{e^2N_s^2}{8\varepsilon N_d}.$$

This proves (i). One factor $N_s$ comes from the field and the other from the width over which the field acts. More donors lower the barrier because they compensate the same charge in a thinner layer. $\square$

## Lemma 2: the correction from mobile electrons

Put $u=U/kT$ and $L^2=\varepsilon kT/(e^2N_d)$, where $L$ is the Debye length. Equation (1) becomes $u''=(1-e^{-u})/L^2$. Multiply by $u'$; both sides are then derivatives:

$$\frac{d}{dx}\frac{u'^2}{2}=\frac1{L^2}\frac{d}{dx}\left(u+e^{-u}\right).$$

Deep in the grain $u=u'=0$, which fixes the constant:

$$u'^2=\frac{2}{L^2}\left(u-1+e^{-u}\right). \tag{6}$$

At the boundary, (2) and (5) give $u'(0^+)=-e^2N_dw/(\varepsilon kT)=-w/L^2$. Lemma 1 gives $a=e^2N_dw^2/(2\varepsilon kT)=w^2/(2L^2)$. Inserting the slope in (6) therefore yields, with $u_0=u(0)$,

$$u_0-1+e^{-u_0}=a. \tag{7}$$

For $a\gg1$ the exponential is negligible and $u_0\simeq a+1$: the barrier exceeds the depletion value by nearly $kT$. The reason is that electrons spill into the edge of the layer and offset some donors there, so the layer must reach further to balance the same trapped charge. For $a\ll1$, expansion of the left side gives $u_0^2/2\simeq a$, hence $u_0\simeq\sqrt{2a}$, and depletion is no longer a fair description. $\square$

## Lemma 3: from barrier to resistance

When the mean free path is short compared with the distance over which the barrier falls by $kT$, the current density is $j=\mu n\,dE_F/dx$, where $E_F$ is the local quasi-Fermi energy and $\mu$ the mobility. In a steady state $j$ is the same at every $x$. At small bias $dE_F/dx$ is already of first order, so $n$ may take its equilibrium value. The voltage is $\Delta E_F/e$, and resistance times area is

$$\int\frac{dx}{e\mu n}=\rho_g\int e^{u}\,dx,\qquad \rho_g=\frac1{e\mu N_d}.$$

Here $\rho_g$ is the grain resistivity. Without a boundary, $u=0$ and one grain contributes $\rho_gd$. The boundary adds the resistance of an extra length $\ell$ of grain material:

$$\rho=\rho_g\left(1+\frac{\ell}{d}\right),\qquad \ell=2\int_0^\infty(e^u-1)\,dx. \tag{8}$$

On the right-hand side of the boundary $u$ decreases, so (6) gives $dx=-L\,du/\sqrt{2(u-1+e^{-u})}$ and

$$\ell=2L\int_0^{u_0}\frac{e^u-1}{\sqrt{2(u-1+e^{-u})}}\,du. \tag{9}$$

**High barrier.** The integrand is concentrated within about one unit of $u_0$. Put $u=u_0-t$. By (7), apart from exponentially small terms, $u-1+e^{-u}=a-t$, and the $-1$ in the numerator is negligible. Then

$$\ell\simeq2Le^{u_0}\int_0^\infty\frac{e^{-t}}{\sqrt{2a}}\left(1+\frac{t}{2a}+\dots\right)dt=\frac{2L}{\sqrt{2a}}\,e^{u_0}\left(1+\frac1{2a}+\dots\right).$$

Since $L=w/\sqrt{2a}$ and $u_0\simeq a+1$,

$$\ell\simeq\frac wa\,e^{a+1}\left(1+\frac1{2a}+\dots\right). \tag{10}$$

The length $w/(2a)$ is the distance over which the barrier falls by $kT$ on one side of its top. In the limit of large $a$, the factor $e^{-t}$ in the integral means that a fraction $1-e^{-1}$, or 63 %, of the boundary resistance arises within this distance of the top, and 95 % within three times this distance. For high but finite barriers the shares are somewhat smaller, because the barrier becomes less steep away from its top.

**Low barrier.** For $a\ll1$ both numerator and denominator of (9) tend to $u$, so $\ell\simeq2Lu_0\simeq2L\sqrt{2a}=2w$. The boundary then adds about the resistance of a grain layer of thickness $2w$, a minor change if $w\ll d$. $\square$

## Proof of (ii) and (iii)

Substituting $\varepsilon=\varepsilon_0C/(T-\theta)$ in (3) gives (4) at once. Differentiating,

$$\frac{da}{dT}=\frac{A\theta}{kT^2}=\frac{a\theta}{T(T-\theta)}, \tag{11}$$

where the last form uses $A/k=aT/(T-\theta)$. With $N_s$ fixed, $w$ is fixed too. The leading form of (10) gives $\ln\ell=\ln w-\ln a+a+1$, and therefore

$$\frac{d\ln\ell}{dT}=\left(1-\frac1a\right)\frac{da}{dT}. \tag{12}$$

This is positive for $a\gg1$, which proves (iii). $\square$

**Remark on the cause.** For a general permittivity and fixed $N_s$, $a$ is proportional to $1/(\varepsilon T)$. It grows on heating if and only if

$$\frac{d\ln\varepsilon}{d\ln T}<-1.$$

A falling permittivity is thus not enough: it must fall faster than $1/T$. The Curie–Weiss law has $d\ln\varepsilon/d\ln T=-T/(T-\theta)$, which meets the condition because $\theta>0$. If $\varepsilon$ is constant, $da/dT=-a/T$, and for $a\gg1$ the boundary resistance falls at the relative rate $(a-1)/T$ to leading orders.

## Proof of (iv): how the rise ends

Let the boundary have $N_t$ traps per area, a fraction $f$ of them filled, so $N_s=fN_t$. The trap level lies an energy $E_s$ below the band edge at the boundary; $E_s$ is independent of temperature, and the degeneracy factor of the traps is taken as one. A different constant factor would shift the trap balance but drop out on differentiation, leaving (13) and (14) unchanged. In the grain the band edge lies $\zeta=kT\ln(N_c/N_d)$ above the Fermi level, with the effective density of states $N_c\propto T^{3/2}$. At the boundary the trap level is therefore $kTu_0+\zeta-E_s$ above the Fermi level, and

$$f=\frac1{1+\exp\left(u_0+\zeta/kT-E_s/kT\right)}.$$

A growing barrier lifts the traps toward the Fermi level and empties them, which in turn restrains the barrier. Solving for $u_0$,

$$u_0=\frac{E_s}{kT}-\ln\frac{N_c}{N_d}+\ln\frac{1-f}{f}.$$

Let a prime now mean $d/dT$, and define $g=E_s/(kT^2)+3/(2T)$. Differentiation gives $u_0'=-g-f'/[f(1-f)]$, or

$$\frac{f'}{f}=-(1-f)(u_0'+g).$$

Since $a$ is proportional to $f^2(1-\theta/T)$, we have $a'=s+2af'/f$ with $s=a\theta/[T(T-\theta)]$. Equation (7) gives $a'=(1-e^{-u_0})u_0'$. Eliminating $a'$ and $f'$,

$$(1-e^{-u_0})u_0'=s-2a(1-f)(u_0'+g),$$

$$u_0'=\frac{s-2a(1-f)g}{1-e^{-u_0}+2a(1-f)}. \tag{13}$$

The denominator is positive. The numerator vanishes when $1-f=s/(2ag)$, that is,

$$1-f=\frac{\theta kT}{2(T-\theta)\left(E_s+\tfrac32kT\right)}. \tag{14}$$

To see that this is a maximum, compare $s/a$ with $2(1-f)g$ at the point where they are equal. The logarithmic derivative of the first is $-1/T-1/(T-\theta)$. There $u_0'=0$, so $f'=-f(1-f)g$ and the logarithmic derivative of the second is $fg+g'/g$. Because $g$ is a sum of positive terms in $T^{-2}$ and $T^{-1}$, $g'/g>-2/T$. The first derivative minus the second is thus less than $1/T-1/(T-\theta)-fg$, which is negative. Hence $u_0'$ changes from positive to negative at every zero, and there can be only one. $\square$

The resistivity peaks slightly earlier if $\rho_g$ is constant. Since $L=w/\sqrt{2a}$, (9) has the form of $w$ times a function of $a$. Where $u_0$ is greatest, $a'=0$ but $w\propto f$ is already falling, so $\ell$ is falling too.

## A donor-doped barium titanate ceramic

Take rough typical parameters: $N_t=8\times10^{13}$ cm$^{-2}$, $N_d=2\times10^{18}$ cm$^{-3}$, $d=5$ µm, $C=1.5\times10^5$ K, $\theta=383$ K, a transition at 393 K and $E_s=1$ eV. A mobility of 0.5 cm²/Vs gives $\rho_g=6.24$ ohm cm, and a density-of-states mass of six electron masses fixes $N_c$.

With all traps full,
$$w=\frac{8\times10^{13}}{2\times2\times10^{18}}\ \text{cm}=200\ \text{nm},$$
which is small beside the grain size. Equation (4) gives $A=4.825$ meV/K. At 483 K the relative permittivity is $1.5\times10^5/100=1500$, and
$$\phi=4.825\ \text{meV/K}\times100\ \text{K}=0.4825\ \text{eV},\qquad a=\frac{482.5}{41.62}=11.59.$$

A numerical solution of (1) gives 0.5242 eV. The excess over the depletion value is the $kT$ of Lemma 2, 41.62 meV, to within rounding. The law was tested at 483 K by changing one quantity at a time: $N_s$ by a factor 0.8, $N_d$ by 1.5 and $\varepsilon$ by 0.7. In each case the numerical barrier less $kT$ agreed with (3) to within two parts in $10^4$ of the latter.

The leading form of (10) gives $\ell=5082$ µm, and its correction $1+1/(2a)=1.043$ raises this to about 5300 µm; the integral (9) gives 5339 µm. One boundary thus resists like 5 mm of grain material. Equation (8) gives $\rho=6.24\,(1+5339/5)\approx6700$ ohm cm with full traps. In trap balance 0.37 % of them are empty and the result is 6145 ohm cm.

For the temperature coefficient, (11) gives
$$\frac{da}{dT}=\frac{11.59\times383}{483\times100}=9.19\ \%/\text{K}.$$
The factor $1-1/a$ reduces this to 8.40 %/K, against 8.36 %/K from differentiating the integral numerically. With the permittivity held at 1500 and the traps full, the coefficient is instead $-2.18$ %/K. This comparison isolates the Curie–Weiss decay as the cause of the positive sign in the model. Trap emptying lowers the total coefficient to 7.19 %/K.

In trap balance the course of the resistivity is:

| $T$ (K) | barrier (eV) | filled | $\rho$ (ohm cm) |
|---|---|---|---|
| 393 | 0.079 | 1.000 | 8.0 |
| 433 | 0.279 | 1.000 | 81 |
| 483 | 0.521 | 0.996 | 6100 |
| 513.6 | 0.607 | 0.945 | 17700 |
| 560 | 0.629 | 0.824 | 8100 |
| 600 | 0.623 | 0.739 | 3000 |

At the transition $a=1.42$ and $u_0=2.33$: the barrier is too low for (10), and the grains still supply most of the resistance. The maximum lies at 513.6 K (240 °C), where the resistivity is 2200 times its value at 393 K. The barrier itself is still higher at 560 K, but its ratio to $kT$ has dropped, and that ratio governs the resistance.

The ratio $u_0$ peaks at 515.7 K, slightly above the resistivity maximum as derived. There $kT=0.0444$ eV, and (14) gives
$$1-f=\frac{383\times0.0444}{2\times132.7\times1.067}=0.060,$$
in agreement with the solved trap balance, 6.01 %. The rise therefore ends while 94 % of the traps are still full.

## What the model leaves out

**Dielectric nonlinearity.** The trapped charge, 12.8 µC/cm², drives the lattice beyond its linear response. With rough Landau coefficients for the region of the transition, held fixed in temperature, the depletion barrier $\phi$ changes by $-21$ % at 393 K, $-7$ % at 413 K and $-2$ % at 483 K. At 393 K depletion is a poor approximation, and with mobile electrons included the barrier changes by only about $-14$ %. There the same coefficients also make the field beside the boundary fall as the electric displacement grows, so a uniformly polarised layer may be unstable and the figures for 393 K are only indicative. With these coefficients the displacement beside the boundary stays in the range where paraelectric and ferroelectric regions would coexist up to about 400 K, so the caution covers the first several kelvin above the transition. At 483 K, far from the transition, even the sign depends on how the coefficients vary with temperature, so the figure of $-2$ % indicates only a size. A change of 2 % in the barrier shifts $a$ by 0.24 and the boundary resistance by roughly a fifth to a quarter. Near the transition the linear model is only a rough guide.

**Unequal boundaries.** Since $a\propto N_s^2$, small differences in trapped charge matter greatly. Raising the trap density by 5 % at 483 K multiplies the resistivity by 2.6. At fixed filling the factor would be about 3.1; trap emptying moderates it. In a real ceramic current can seek out the weaker boundaries, which a series model with identical boundaries cannot describe.

**Applied voltage.** A self-consistent drift-diffusion solution at 433 K, with the trapped charge fixed, tested Lemma 3: for one boundary in series with about 2 µm of grain, at a bias of $0.05\,kT/e$ the conductance was 1.00007 times the predicted value. At $2kT/e$, or 74.6 mV, it was 11 % above it. The figure depends on how much grain shares the voltage: it is 12 % with $2kT/e$ across the boundary alone and 9 % with $2kT/e$ across a boundary and a whole 5 µm grain. With 200 grains per millimetre the last case is 15 V across 1 mm of ceramic, so a thermistor working at higher fields needs a nonlinear calculation.

**Transport over the top.** At 483 K the field beside the boundary is 48 kV/cm. The barrier is then about 17 nm wide at a depth $kT$ below its top, whereas the decay length $\hbar/\sqrt{2mkT}$ is about 0.4 nm for six electron masses and 1 nm for one. The mass that counts here is the one along the current, which can be lighter than the density-of-states mass. In either case tunnelling is confined to the region close to the top and is a small correction beside the thousandfold rise: quantum transmission through the pointed top raises the thermal flux across it by about 4 % for six electron masses and 8 % for one. A finite emission velocity $v=\sqrt{kT/2\pi m}$ adds a resistance smaller than the diffusive one by the factor $\mu F/(2v)$, with $F$ the field; this is 0.9 %, so emission over the top is not the bottleneck. The assumed mobility and masses imply a nominal mean free path of 0.1 nm or less, shorter than a lattice constant. Free flight between collisions is then not a literal picture: the mobility serves as an empirical local coefficient, and the emission and tunnelling estimates indicate sizes only.

**Band and mobility.** Degeneracy shifts the Fermi level by about $10^{-3}kT$. Doubling the density-of-states mass moves the resistivity maximum down by 8 K. A mobility varying as $T^{-3/2}$ would add 0.3 %/K to the coefficient. The depletion barrier at 483 K is 16 % of a 3 eV gap and the largest barrier in the table, 0.63 eV, is 21 %, so the built-in potential alone cannot give an electron enough energy to create an electron–hole pair.

**Comparison with real ceramics.** Barium titanate thermistors can show a rise of several powers of ten above a transition near 120 °C. The example matches this in size, with a rise of just over three powers of ten, but not in shape: its coefficient is only about 2 %/K just above the transition and reaches about 9 %/K between 433 and 453 K, whereas switching thermistors usually rise most steeply close above the transition, where this linear paraelectric model is least reliable. Its trap density and depth are rough effective values, not properties of a particular ceramic, and the strong dependence on $N_s$ makes the calculated maximum an estimate of order of magnitude. The assumption of identical boundaries also matters: at 483 K a difference of 3 to 5 % in trapped charge changes the resistance of a boundary by a factor of two to three. The numerical output below gives the remaining intermediate values; the number 1.109 printed there as a conductance rise is the ratio of the conductance to its small-bias formula, so the rise itself is 11 %. The tunnelling change of $-1.7\times10^{-4}$ printed there comes from a formula that ignores the pointed top of the barrier and understates the effect, which is a few per cent.

## Numbers as computed

```
Trap density: 8.00e+13 cm^-2
Donor density: 2.00e+18 cm^-3
Curie constant: 1.50e+05 K; theta: 383 K
Transition: 393 K; trap depth: 1.00 eV
Grain size: 5.0 um; gap: 3.0 eV
Mobility: 0.50 cm2/Vs; DOS mass: 6.0 m_e
Grain resistivity: 6.24 ohm cm
Depleted width per side, traps full: 200.0 nm
Trapped charge: 12.82 uC/cm2
Barrier growth A: 4.825 meV/K
A/k: 56.00
--- Detailed example at 483 K, traps full ---
Relative permittivity: 1500; kT: 41.62 meV
Barrier, depletion formula: 0.4825 eV
Barrier, Poisson solution: 0.5242 eV
a = barrier/kT, depletion formula: 11.593
Excess length, quadrature: 5338.9 um
Excess length, strong limit: 5082.3 um
da/dT: 9.193 %/K
Boundary coefficient, numerical: 8.355 %/K
Boundary coefficient, formula: 8.400 %/K
Same, permittivity constant: -2.181 %/K
Total coefficient, traps in balance: 7.194 %/K
At transition: a = 1.425, full u0 = 2.327
--- Traps in balance; barrier includes mobile electrons ---
T(K)  eps_r  barrier(eV)  filled  resistivity(ohm cm)
393.0  15000  0.0788  1.0000  8.013e+00
413.0  5000  0.1801  1.0000  1.737e+01
433.0  3000  0.2786  1.0000  8.058e+01
453.0  2143  0.3768  1.0000  4.874e+02
483.0  1500  0.5206  0.9963  6.145e+03
513.6  1148  0.6074  0.9451  1.767e+04
560.0  847  0.6285  0.8242  8.135e+03
600.0  691  0.6228  0.7385  3.002e+03
Resistivity maximum at: 513.6 K = 240.5 C
Resistivity ratio, maximum/transition: 2.205e+03
Maximum of barrier/kT at: 515.66 K
Empty traps there, solved: 6.014 %
Empty traps there, formula: 6.014 %
--- Neglected effects (483 K unless stated) ---
Nonlinear barrier change at 393 K: -20.55 %
Nonlinear barrier change at 413 K: -6.85 %
Nonlinear barrier change at 483 K: -2.05 %
Tunnelling energy E00: 0.277 meV
Tunnelling change of ln(resistance): -1.7e-04
Degeneracy shift of Fermi level: 9.4e-04 kT
Emission/diffusion resistance: 0.87 %
Peak shift, DOS mass doubled: -7.7 K
Mobility as T^-1.5 would add: 0.31 %/K
Largest built-in field: 48.3 kV/cm
Barrier/gap: 0.161
Resistivity factor, trap density +5 %: 2.63
Small-bias conductance/formula, 433 K: 1.00007
Conductance rise at bias 2kT/e, 433 K: 1.109
That bias: 74.6 mV per boundary
Same bias over 1 mm ceramic: 14.9 V
```
